\section*{Absorption at the longitudinal frequency by a thin polar film, part 1}

(Sections cited here and not found follow in the second part.)

\section{From a film in a capacitor to the absorption law}

\subsection{A film in a perpendicular field}

Place a flat film of thickness $d$ in the gap of a wide capacitor, parallel to the plates but not touching them. The film is uniform and isotropic, and its relative permittivity is $\varepsilon(\omega)$. In the empty part of the gap the field is perpendicular to the film and equals the real part of $E_0e^{-i\omega t}$. This time factor is used throughout; with it, a medium that absorbs has $\operatorname{Im}\varepsilon>0$.

There is no free charge on the faces of the film, so the perpendicular displacement is continuous there. Hence $\varepsilon_0E_0=\varepsilon_0\varepsilon E_{\rm in}$, and
\begin{equation}
E_{\rm in}=\frac{E_0}{\varepsilon}.
\label{eq:inner}
\end{equation}
The power delivered to unit volume of the medium is the time average of $\mathbf E\cdot\partial\mathbf D/\partial t$. The average of a product of two real oscillating quantities is half the real part of one complex amplitude times the conjugate of the other. The amplitude of $\partial\mathbf D/\partial t$ is $-i\omega\varepsilon_0\varepsilon\mathbf E$, and therefore
\begin{equation}
w=\tfrac12\operatorname{Re}\left(-i\omega\varepsilon_0\varepsilon\right)|\mathbf E|^2
=\tfrac12\,\omega\varepsilon_0\operatorname{Im}\varepsilon\,|\mathbf E|^2 ,
\label{eq:joule}
\end{equation}
because $\operatorname{Re}(-i\varepsilon)=\operatorname{Im}\varepsilon$. Inserting the inner field \eqref{eq:inner} and multiplying by $d$ gives the power absorbed per unit area,
\begin{equation}
P_\perp=\tfrac12\,\omega\varepsilon_0 d\,\frac{\operatorname{Im}\varepsilon}{|\varepsilon|^2}|E_0|^2
=\tfrac12\,\omega\varepsilon_0 d\,\operatorname{Im}\!\left(-\frac1\varepsilon\right)|E_0|^2 .
\label{eq:cap}
\end{equation}
The last form follows from $-1/\varepsilon=-\varepsilon^*/|\varepsilon|^2$, whose imaginary part is $+\operatorname{Im}\varepsilon/|\varepsilon|^2$.

Had the field been parallel to the film, its tangential component would have been continuous, the inner field would have been $E_0$, and the absorbed power would have contained $\operatorname{Im}\varepsilon$ instead. The same material thus has two absorption spectra. A parallel field shows where $\operatorname{Im}\varepsilon$ is large. A perpendicular field shows where $|\varepsilon|$ is small, provided that some loss is present there.

A zero of $\varepsilon$ marks the longitudinal frequency. In a uniform medium without free charge $\nabla\cdot\mathbf D=0$, which for a plane wave of wave vector $\mathbf k$ reads $\varepsilon\,\mathbf k\cdot\mathbf E=0$. A field along $\mathbf k$ is possible only if $\varepsilon=0$. In the film the corresponding motion is a uniform polarization along the normal, with opposite charges on the two faces. At $\varepsilon=0$ the displacement vanishes, so this inner field needs no field outside to sustain it, and a weak outer field drives it strongly.

A light wave inside an infinite uniform isotropic medium has $\mathbf k\cdot\mathbf E=0$ wherever $\varepsilon\neq0$ and does not drive the longitudinal motion. A film differs because it has faces. If light arrives obliquely with its electric vector in the plane of incidence (p polarization), it has a component along the normal, and this component acts as the capacitor field does. What remains is to find how much of the incident power is absorbed and how thin the film must be for this picture to hold.

\subsection{Fields of the oblique wave}

The film occupies $|z|<d/2$, with vacuum on both sides. The wave travels in the $xz$ plane at angle $\theta$ from the normal, with $0\le\theta<\pi/2$. Let $k_0=\omega/c$, where $c$ is the speed of light. The medium is local: its response at a point depends on the field at that point alone. The film must therefore be thick compared with atomic distances, although thin compared with the wavelength.

For p polarization the magnetic field lies along $y$ and has the form $H(z)e^{iqx-i\omega t}$, with $q=k_0\sin\theta$. The equation $\nabla\times\mathbf H=-i\omega\varepsilon_0\varepsilon\mathbf E$ has the components $-H'=-i\omega\varepsilon_0\varepsilon E_x$ and $iqH=-i\omega\varepsilon_0\varepsilon E_z$, so
\begin{equation}
E_x=-\frac{i}{\omega\varepsilon_0\varepsilon}\,H',\qquad
E_z=-\frac{q}{\omega\varepsilon_0\varepsilon}\,H .
\label{eq:EfromH}
\end{equation}
The $y$ component of $\nabla\times\mathbf E=i\omega\mu_0\mathbf H$ is $E_x'-iqE_z=i\omega\mu_0H$. Inserting \eqref{eq:EfromH} gives
\begin{equation}
-\frac{i}{\omega\varepsilon_0\varepsilon}\left(H''-q^2H\right)=i\omega\mu_0H .
\end{equation}
Multiplication by $i\omega\varepsilon_0\varepsilon$ and use of $\varepsilon_0\mu_0\omega^2=k_0^2$ lead to
\begin{equation}
H''+(k_0^2\varepsilon-q^2)H=0 .
\end{equation}
The wave numbers along $z$ in vacuum and in the film are therefore
\begin{equation}
k_z=k_0\cos\theta,\qquad k_f=k_0\sqrt{\varepsilon-\sin^2\theta}.
\label{eq:kz}
\end{equation}
The tangential fields $H$ and $E_x$ are continuous at each face. By \eqref{eq:EfromH} the quantities to be matched are $H$ and $H'/\varepsilon$.

\subsection{Two symmetric problems in place of one}

The film is its own mirror image in the plane $z=0$. It is simpler to illuminate it from both sides at once, first with $H$ even in $z$ and then with $H$ odd, and to add the two solutions afterwards. Define
\begin{equation}
\delta=k_fd,\qquad Z=\frac{k_f}{\varepsilon k_z}.
\label{eq:Z}
\end{equation}

In the even problem the field above the film, with $\zeta=z-d/2>0$, is $e^{-ik_z\zeta}+\rho_e e^{ik_z\zeta}$. The first term approaches the film and the second leaves it. Inside, $H=C\cos k_fz$. Matching $H$ and $H'/\varepsilon$ at $z=d/2$ gives
\begin{align}
1+\rho_e&=C\cos(\delta/2),\\
ik_z(\rho_e-1)&=-\frac{k_f}{\varepsilon}\,C\sin(\delta/2).
\end{align}
Divide the second equation by $-ik_z$ and then by the first:
\begin{equation}
\frac{1-\rho_e}{1+\rho_e}=\frac{k_f}{i\varepsilon k_z}\tan\frac\delta2
=-iZ\tan\frac\delta2\equiv\beta,
\qquad \rho_e=\frac{1-\beta}{1+\beta}.
\label{eq:beta}
\end{equation}

In the odd problem the inner field is $H=S'\sin k_fz$, and matching gives
\begin{align}
1+\rho_o&=S'\sin(\delta/2),\\
ik_z(\rho_o-1)&=\frac{k_f}{\varepsilon}\,S'\cos(\delta/2).
\end{align}
The second equation is equivalent to $1-\rho_o=iZS'\cos(\delta/2)$. Dividing the first by this,
\begin{equation}
\frac{1+\rho_o}{1-\rho_o}=-\frac{i}{Z}\tan\frac\delta2\equiv\alpha,
\qquad \rho_o=-\frac{1-\alpha}{1+\alpha}.
\label{eq:alpha}
\end{equation}

Half the sum of the even and odd solutions has an incoming wave of amplitude one above the film and none below, because the two waves from below cancel. The outgoing amplitudes are then
\begin{equation}
r=\tfrac12(\rho_e+\rho_o),\qquad t=\tfrac12(\rho_e-\rho_o).
\label{eq:rt}
\end{equation}

The energy flux along $z$ is $\frac12\operatorname{Re}(-E_xH^*)$ or its negative, according to the direction counted. In vacuum, for $H=Ae^{-ik_z\zeta}+Be^{ik_z\zeta}$, equation \eqref{eq:EfromH} gives an $E_x$ proportional to $k_z(-Ae^{-ik_z\zeta}+Be^{ik_z\zeta})$. In the product with $H^*$ the cross terms form a number minus its conjugate and have no real part. The net flux is proportional to $k_z(|A|^2-|B|^2)$, with the same factor on both sides of the film. The absorbed fraction of the incident power, the absorptance, is therefore $A_p=1-|r|^2-|t|^2$. From \eqref{eq:rt} the cross terms cancel again, and
\begin{equation}
A_p=\tfrac12\left(1-|\rho_e|^2\right)+\tfrac12\left(1-|\rho_o|^2\right).
\label{eq:half}
\end{equation}
For each term use $|1+\beta|^2-|1-\beta|^2=4\operatorname{Re}\beta$. The result is
\begin{equation}
A_p=\frac{2\operatorname{Re}\alpha}{|1+\alpha|^2}
+\frac{2\operatorname{Re}\beta}{|1+\beta|^2},
\label{eq:exact}
\end{equation}
which holds for any thickness of the uniform film. Equation \eqref{eq:half} also shows that neither channel can absorb more than half the incident power, since $|\rho|^2\ge0$. A channel reaches one half when its $\rho$ vanishes.

\subsection{The thin film}

For small $|\delta|$,
\begin{equation}
\tan\frac\delta2=\frac\delta2\left(1+\frac{\delta^2}{12}+\dots\right).
\end{equation}
The products needed in \eqref{eq:beta} and \eqref{eq:alpha} follow from \eqref{eq:kz} and \eqref{eq:Z}:
\begin{align}
Z\delta&=\frac{k_f^2d}{\varepsilon k_z}
=\frac{k_0d}{\cos\theta}\left(1-\frac{\sin^2\theta}{\varepsilon}\right),\\
\frac{\delta}{Z}&=\varepsilon k_zd=k_0d\cos\theta\,\varepsilon .
\end{align}
The square root $k_f$ has disappeared, and with it any question about its sign. To leading order $2\alpha=a$ and $2\beta=b$, where
\begin{equation}
a=-ik_0d\cos\theta\,\varepsilon,\qquad
b=-\frac{ik_0d}{\cos\theta}\left(1-\frac{\sin^2\theta}{\varepsilon}\right).
\label{eq:ab}
\end{equation}
The first real part is $\operatorname{Re}a=k_0d\cos\theta\operatorname{Im}\varepsilon$. In $b$ the term $-i$ has no real part, while $+i\sin^2\theta/\varepsilon$ contributes through $\operatorname{Re}(i/\varepsilon)=-\operatorname{Im}(1/\varepsilon)$. Thus
\begin{equation}
\operatorname{Re}b=k_0d\,\frac{\sin^2\theta}{\cos\theta}\operatorname{Im}\!\left(-\frac1\varepsilon\right).
\label{eq:Reb}
\end{equation}
The correction $\delta^2/12$ changes $\alpha$ and $\beta$ in third order in $d$. Equation \eqref{eq:exact} becomes
\begin{equation}
A_p=\frac{\operatorname{Re}a}{|1+a/2|^2}+\frac{\operatorname{Re}b}{|1+b/2|^2}+O(d^3).
\label{eq:channel}
\end{equation}
Since $|1+b/2|^{-2}=1-\operatorname{Re}b+O(d^2)$, and likewise for $a$,
\begin{equation}
A_p=\operatorname{Re}a+\operatorname{Re}b-(\operatorname{Re}a)^2-(\operatorname{Re}b)^2+O(d^3).
\label{eq:second}
\end{equation}
The first-order part is the absorption law,
\begin{equation}
A_p\simeq k_0d\left[\cos\theta\operatorname{Im}\varepsilon
+\frac{\sin^2\theta}{\cos\theta}\operatorname{Im}\!\left(-\frac1\varepsilon\right)\right].
\label{eq:law}
\end{equation}
The second term is the Berreman absorption. The first term is of the same order in $d$ and must be kept: it is the larger of the two wherever $|\varepsilon|>\tan\theta$, as near a strong transverse resonance at moderate angles, and it leaves a tail elsewhere.

To first order this absorption is also the loss of transmitted light. From \eqref{eq:rt}, with $\rho_e\simeq1-b$ and $\rho_o\simeq-1+a$, one finds $r\simeq(a-b)/2$ and $t\simeq1-(a+b)/2$. The reflected power is of second order, while $|t|^2\simeq1-\operatorname{Re}(a+b)$.

\subsection{The same law from Joule loss}

The capacitor argument gives \eqref{eq:law} term by term. To lowest order in $d$ the fields just outside the film are those of the incident wave, whose electric amplitude $E_0$ has a parallel part $E_0\cos\theta$ and a perpendicular part of magnitude $E_0\sin\theta$. Inside, the parallel part is unchanged and the perpendicular part is divided by $\varepsilon$. Equation \eqref{eq:joule} gives the absorbed power per area
\begin{equation}
P=\tfrac12\,\omega\varepsilon_0d\operatorname{Im}\varepsilon
\left(\cos^2\theta+\frac{\sin^2\theta}{|\varepsilon|^2}\right)|E_0|^2 .
\end{equation}
The power arriving on the same area is $\frac12\varepsilon_0c|E_0|^2\cos\theta$. The quotient is \eqref{eq:law}. The factor $1/\cos\theta$ in the Berreman term comes from the incident beam being spread over a larger area.

For s polarization the electric field lies along $y$, parallel to the film. The same argument gives
\begin{equation}
A_s\simeq\frac{k_0d}{\cos\theta}\operatorname{Im}\varepsilon ,
\label{eq:s}
\end{equation}
with no term in $1/\varepsilon$. At normal incidence \eqref{eq:law} and \eqref{eq:s} agree, as they must.

\subsection{Where the first order fails}

The first-order law needs $|a|\ll1$ and $|b|\ll1$. Since \eqref{eq:ab} gives $ab=-\delta^2$, these two conditions also ensure $|\delta|^2/12\ll1$, the condition used to reach \eqref{eq:channel}. The condition on $b$ fails in two ways even when $k_0d$ is small: at grazing incidence, where $\cos\theta\to0$, and at a zero of $\varepsilon$ with very little damping, where $1/|\varepsilon|$ is large. The condition on $a$ fails at a transverse resonance with very little damping, where $|\varepsilon|$ is large.

The denominators in \eqref{eq:channel} describe what happens then. In the even problem the magnetic field at the face is $1+\rho_e=2/(1+\beta)$, compared with 2 when the film is absent. By \eqref{eq:EfromH} the perpendicular displacement is reduced by the same factor. The wave radiated by the film thus weakens the field that drives it. If $b$ is nearly real and equal to $x$, its channel absorbs $x/(1+x/2)^2$. This rises to one half at $x=2$ and falls as $4/x$ for large $x$. A film with vanishing damping therefore does not absorb without limit at its longitudinal frequency.

\section{The polar oscillator and a film of oxide}

\subsection{Symbols and results carried over}

The film has thickness $d$ and permittivity $\varepsilon(\omega)$, stands in vacuum, and is met at angle $\theta$ from the normal by light with $k_0=\omega/c$. Fields vary as $e^{-i\omega t}$. For p polarization the absorptance to first order in $d$ is \eqref{eq:law}. Its in-plane term is $\operatorname{Re}a=k_0d\cos\theta\operatorname{Im}\varepsilon$, and its perpendicular term is $\operatorname{Re}b=k_0d(\sin^2\theta/\cos\theta)\operatorname{Im}(-1/\varepsilon)$. The channel form \eqref{eq:channel} keeps the weakening of the driving field by the film's own radiation, and \eqref{eq:exact} holds for a uniform film of any thickness.

For a thin film in vacuum, we have derived the first-order absorption law, with its in-plane and perpendicular terms, and shown where it fails. It remains to apply these results to a polar oscillator, to work through a 10 nm oxide film, and to estimate how real films depart from the model.
